# Thermal broadening of silicon's 520 cm⁻¹ phonon by symmetric Klemens decay

## Problem

The zone-centre optical phonon of undoped crystalline silicon has a wavenumber of about 520 cm$^{-1}$. Suppose that it decays through cubic anharmonicity into two phonons of 260 cm$^{-1}$ each, with opposite wavevectors $\mathbf q$ and $-\mathbf q$. This is the symmetric Klemens channel. The zero-temperature anharmonic linewidth is taken as $\Gamma_0=1.2$ cm$^{-1}$, a rough typical value.

Find the ratio $\Gamma(300\ \mathrm K)/\Gamma_0$, the linewidth and the phonon lifetime at 300 K.

A linewidth here is a full width at half maximum (FWHM), without instrumental or defect broadening. The two product modes are distinct and in thermal equilibrium. The phonon frequencies, the coupling and the density of final pairs are held independent of temperature.

## A tempting solution

The occupation of each product mode follows from

$$
x=\frac{hc\,(260\ \mathrm{cm^{-1}})}{k_BT}
=\frac{1.438777\times260}{300}=1.2469,
$$

$$
n=\frac{1}{e^x-1}=\frac{1}{3.4797-1}=0.4033 .
$$

Creating a phonon in a mode that holds $n$ phonons is enhanced by the factor $n+1$. Two phonons are created, so the decay rate appears to grow by

$$
(1+n)^2=(1.4033)^2=1.97 ,
$$

which gives a width of $1.2\times1.97=2.36$ cm$^{-1}$.

The occupation is right, and so is the enhancement of the decay events. The fault is to identify the rate of those events with the linewidth. Two thermal phonons can also merge and recreate the optical phonon, and part of that return flow is proportional to the number of optical phonons already present. It therefore changes the relaxation rate itself.

The loss-only argument also fails at equilibrium. With no return flow, the optical mode would empty completely, although at 300 K it must keep its thermal population.

## The net relaxation rate

Let $b$ annihilate the optical phonon, and let $a_1,a_2$ annihilate the members of one product pair. The resonant part of the cubic interaction is

$$
V=\hbar\sum_{\rm pairs} g\left(b^\dagger a_1a_2+b\,a_1^\dagger a_2^\dagger\right),
$$

with $g$ real and each unordered pair counted once. The omitted terms do not conserve energy here, so they give no decay at second order in the coupling. In particular, the optical phonon could merge with a thermal phonon only into a phonon of higher frequency, and silicon has none above its zone-centre optical mode.

For a state with $N$ optical phonons and $n_1,n_2$ product phonons, the squared matrix elements are

$$
\begin{aligned}
\text{decay:}&\quad \hbar^2g^2N(n_1+1)(n_2+1),\\
\text{recombination:}&\quad \hbar^2g^2(N+1)n_1n_2 .
\end{aligned}
$$

Fermi's golden rule multiplies each by $(2\pi/\hbar)\,\delta(E_f-E_i)$. Since $\delta(\hbar y)=\delta(y)/\hbar$, both rates acquire the prefactor $2\pi g^2\delta(\omega_0-\omega_1-\omega_2)$. The two product modes are independent in equilibrium, so averages of products factorize. From here on, $n_1$ and $n_2$ denote thermal means and $N$ the mean optical occupation.

The bracket that governs the net loss is

$$
\begin{aligned}
&N(n_1+1)(n_2+1)-(N+1)n_1n_2\\
&\quad=N(n_1n_2+n_1+n_2+1)-Nn_1n_2-n_1n_2\\
&\quad=N(1+n_1+n_2)-n_1n_2\\
&\quad=(1+n_1+n_2)(N-n_0),
\end{aligned}
$$

where

$$
n_0=\frac{n_1n_2}{1+n_1+n_2}.
$$

To identify $n_0$, take its reciprocal and use $1+1/n_i=e^{x_i}$, with $x_i=\hbar\omega_i/k_BT$:

$$
\frac1{n_0}=\left(1+\frac1{n_1}\right)\left(1+\frac1{n_2}\right)-1
=e^{x_1+x_2}-1 .
$$

Energy conservation gives $x_1+x_2=\hbar\omega_0/k_BT$, so $n_0$ is the Planck occupation of the optical mode. The population relaxes towards it as

$$
\frac{dN}{dt}=-\Gamma_\omega(N-n_0),
$$

$$
\Gamma_\omega=2\pi\sum_{\rm pairs}g^2(1+n_1+n_2)\,
\delta(\omega_0-\omega_1-\omega_2).
$$

## Why this rate is the linewidth

A spectrum records the response of the phonon amplitude, so the link between population decay and linewidth needs its own derivation. Put $A=a_1a_2$ and $\Omega=\omega_1+\omega_2$ for each pair. The Heisenberg equations are

$$
i\dot b=\omega_0b+\sum_{\rm pairs}gA,\qquad
i\dot A=\Omega A+g\,b\,[A,A^\dagger].
$$

With number operators $\hat n_1,\hat n_2$, the commutator is

$$
[A,A^\dagger]=(\hat n_1+1)(\hat n_2+1)-\hat n_1\hat n_2
=1+\hat n_1+\hat n_2 .
$$

The subtraction found in the population balance appears here as a commutator. At leading order in the coupling it may be replaced by its thermal mean $F=1+n_1+n_2$. For a response at frequency $\omega$, the second equation gives $A=gFb/(\omega-\Omega+i0^+)$. Inserted in the first, this yields the response denominator

$$
\omega-\omega_0-\sum_{\rm pairs}\frac{g^2F}{\omega-\Omega+i0^+}.
$$

The imaginary part of $1/(y+i0^+)$ is $-\pi\delta(y)$. If the pairs form a continuum that is smooth over the linewidth, the denominator near resonance becomes $\omega-\omega_0'+i\Gamma_\omega/2$, where $\omega_0'$ includes a small shift and

$$
\frac{\Gamma_\omega}{2}=\pi\sum_{\rm pairs}g^2F\,\delta(\omega_0-\Omega).
$$

The line is proportional to $1/[(\omega-\omega_0')^2+\Gamma_\omega^2/4]$. It falls to half its peak at $\omega-\omega_0'=\pm\Gamma_\omega/2$, so its FWHM is $\Gamma_\omega$, the population relaxation rate. The amplitude decays at half that rate.

Two numerical tests address separate parts of this argument. The first concerns the thermal factor. For one resonant pair with the free oscillation removed, the equations above give $\ddot b=-g^2b(1+\hat n_1+\hat n_2)$ at $t=0$, so the thermal mean of $[b(t),b^\dagger]$ starts as $1-g^2t^2F/2$. Quantum dynamics of the three modes at 300 K, computed without replacing the commutator by its mean, gave $F=1.807$ for two 260 cm$^{-1}$ modes. The loss-only factor would be 1.97. This initial curvature checks the thermal mean of the commutator; it is not itself a linewidth.

The second concerns the relation between width and decay. One phonon was coupled to 2001 pairs spread over $\pm100$ cm$^{-1}$ about resonance, with $F$ built into the couplings. The width was taken as the frequency interval that holds the central half of the spectral weight, which equals the FWHM for an exact Lorentzian. Diagonalization gave 1.203 cm$^{-1}$ at zero temperature and 2.163 cm$^{-1}$ at 300 K, against golden-rule values of 1.200 and 2.168 cm$^{-1}$. The last digit is not converged: as the level spacing goes to zero these widths fall by about 0.005 cm$^{-1}$, to 1.197 and 2.160 cm$^{-1}$. The finite band also makes the line slightly non-Lorentzian, with a true FWHM of 1.205 and 2.182 cm$^{-1}$. The agreement with the golden rule is therefore good to about 1%. The energy decay rate agreed with the width to within 1% in both cases.

## The right answer

For the symmetric channel $n_1=n_2=n$. The factor $1+2n$ is common to all contributing pairs and leaves the sum. At $T=0$ it equals 1, so the remaining sum is the zero-temperature width. Written as a wavenumber, $\Gamma=\Gamma_\omega/(2\pi c)$, the result is

$$
\frac{\Gamma(T)}{\Gamma_0}=1+2n
=1+\frac{2}{e^x-1}
=\frac{e^x+1}{e^x-1}
=\coth\frac{x}{2}
=\coth\frac{\hbar\omega_0}{4k_BT}.
$$

At 300 K,

$$
\frac{\Gamma}{\Gamma_0}=1+2(0.4033)=1.81,
\qquad
\Gamma=1.2\times1.807=2.17\ \mathrm{cm^{-1}} .
$$

The lifetime is $\tau=1/(2\pi c\Gamma)$. It falls from 4.4 ps at zero temperature to 2.4 ps at 300 K.

The tempting factor exceeds the right one by $(1+n)^2-(1+2n)=n^2$. Relative to the right factor, the excess is $n^2/(1+2n)$, which is $n_0$, the thermal occupation of the optical mode. At 300 K this is $0.4033^2/1.807=0.090$, or 9%. The mistake is therefore negligible when the optical mode is almost empty and grows with its thermal population. At 600 K the right ratio is 3.311, so $n=1.156$ and the excess is $1.156^2/3.31=0.40$, or 40%.

## Limits in temperature

When $k_BT\ll\hbar\omega_0/2$, $n\simeq e^{-x}$ and the ratio is $1+2e^{-x}$. The thermal part of the broadening is then exponentially small: at 77 K the ratio is 1.016, and the width is nearly all due to spontaneous decay.

When $k_BT\gg\hbar\omega_0/4$, the expansion $\coth y\simeq1/y+y/3$ with $y=x/2$ has the leading term

$$
\frac{\Gamma}{\Gamma_0}\simeq\frac{4k_BT}{\hbar\omega_0}.
$$

This linear law gives 1.60 at 300 K, 11% below the full model result. The next term, $y/3=0.208$, brings it to 1.81. Room temperature is thus not yet in the classical regime for this phonon. The loss-only factor would instead grow as $T^2$ at high temperature.

## Unequal decay products

If the products have frequencies $\omega_0/2\pm\delta$, the thermal factor is $1+n(\omega_0/2+\delta)+n(\omega_0/2-\delta)$. The Planck occupation can be written as

$$
n(\omega)=\sum_{m=1}^{\infty}e^{-m\hbar\omega/k_BT}.
$$

Each term is a convex function of $\omega$, and so is the sum. For a convex function, the mean of the values at two points is at least the value at their midpoint. Hence the symmetric split gives the smallest ratio among decays into two phonons at fixed $\omega_0$ and $T$, under the stated assumption of temperature-independent coupling. A mixture of such channels has a weighted mean of their ratios and obeys the same lower bound.

For an illustrative split into 350 and 170 cm$^{-1}$, the occupations at 300 K are 0.2295 and 0.7937. The ratio is $1+0.2295+0.7937=2.02$, which is 12% above the symmetric result. The low-frequency product gains more occupation than the high-frequency product loses.

## Comparison with a real silicon line

The temperature, phonon wavenumber and $\Gamma_0$ are in the range of an ordinary Raman measurement on silicon, but the ratio 1.81 belongs to the assumed channel. In real silicon the equal split is only a minority of the energy-conserving pairs. The decay is attributed mainly to unequal acoustic pairs, not far from the split above, which raises the ratio by roughly 10%, towards 2. Decay into three phonons also raises the ratio. For three equal products of occupation $m=0.7714$, the same subtraction gives $(1+m)^3-m^3=1+3m+3m^2=5.10$. If this process supplied an assumed 5% of the zero-temperature width, the total ratio would be $0.95\times1.807+0.05\times5.10=1.97$. This coincides with the loss-only number, so a measured ratio of 1.97 would not by itself support the loss-only argument.

The measurement adds its own corrections. A Gaussian instrument response of 1.0 cm$^{-1}$ FWHM changes the apparent widths to 1.79 and 2.58 cm$^{-1}$. Their ratio is 1.44, 20% below the intrinsic one, so the instrument response must be removed before the widths are compared. Laser heating of the 300 K sample by 20 K raises the ratio to 1.90, an increase of 5%. Using a low-temperature phonon wavenumber in the formula, assumed to be 4 cm$^{-1}$ higher, instead of the 300 K value would lower the calculated 300 K ratio by 0.6%. Isotope disorder, strain gradients and a temperature-dependent coupling have not been sized here.

With the coupling and the density of final states held fixed, unequal pairs and three-phonon decay both raise the ratio, so 1.81 is a lower bound for the intrinsic ratio rather than the value expected for silicon. An uncorrected measured ratio near 1.81 does not establish symmetric decay, because instrument broadening lowers the ratio while the other channels and heating raise it. The numerical output below lists the values used.

## Computed values

```
Phonon wavenumber: 520 cm^-1
Each decay product: 260 cm^-1
Temperature: 300 K
hc/k: 1.438777 K per cm^-1
Thermal wavenumber kT/hc: 208.51 cm^-1
Reduced energy x of each product: 1.24694 (no unit)
exp(x): 3.47968 (no unit)
Occupation of each product: 0.40328 (no unit)
Linewidth ratio 300 K / 0 K: 1.80656 (no unit)
Classical-limit ratio: 1.6039 (no unit)
Assumed zero-temperature FWHM: 1.20 cm^-1
FWHM at 300 K: 2.168 cm^-1
Lifetime at 0 K: 4.424 ps
Lifetime at 300 K: 2.449 ps
Ratio at 77 K: 1.0157 (no unit)
Ratio at 600 K: 3.3111 (no unit)
Three-mode dynamics, equal pair: 1.80656 (no unit)
Three-mode dynamics, unequal pair: 2.02320 (no unit)
Diagonalized FWHM at 0 K: 1.2029 cm^-1
Diagonalized FWHM at 300 K: 2.1631 cm^-1
Diagonalized width ratio: 1.7983 (no unit)
Energy decay rate / FWHM at 0 K: 1.0013 (no unit)
Energy decay rate / FWHM at 300 K: 1.0083 (no unit)
Split with smallest ratio: 260 cm^-1 per first product
Asymmetric products: 350 and 170 cm^-1
Their occupations: 0.2295 and 0.7937 (no unit)
Asymmetric ratio: 2.0232 (no unit)
Change from asymmetry: 11.99 percent
Occupation at one third of phonon energy: 0.7714 (no unit)
Four-phonon thermal factor: 5.0996 (no unit)
Assumed four-phonon share at 0 K: 5 percent
Ratio with four-phonon share: 1.9712 (no unit)
Change from four-phonon share: 9.11 percent
Gaussian instrument FWHM: 1.0 cm^-1
Apparent FWHM at 0 K: 1.787 cm^-1
Apparent FWHM at 300 K: 2.580 cm^-1
Apparent ratio: 1.4437 (no unit)
Change from instrument: -20.08 percent
Assumed laser heating: 20 K
Ratio with heating: 1.9014 (no unit)
Change from heating: 5.25 percent
Rough low-temperature phonon: 524 cm^-1
300 K ratio using that wavenumber: 1.7958 (no unit)
Change from using that wavenumber: -0.60 percent
```
